How a buckled silicon dimer bypasses the ethylene [2+2] orbital crossing

Q: Ethylene forms two Si–C bonds with one dimer of the Si(100) surface. Counted by electrons, that is a suprafacial [2+2] addition, which orbital symmetry forbids thermally. Before you tell me that the surface is different, show me what is forbidden, in a model I can check.

A: I use four frontier orbitals. The dimer has a dangling orbital u on its up atom, energy −D, and d on its down atom, energy +D. Ethylene has two carbon p orbitals at energy e: C1 faces d and C2 faces u. The zero of energy is the mean of the two silicon levels. The matrix elements are −t for u–d, −T for C1–C2, −a for d–C1 and −b for u–C2, with t, T, a, b positive. Each of the four orbitals supplies one electron, so two levels are doubly filled. The orbitals are orthogonal and electrons interact only through these fixed parameters; both restrictions are relaxed later. I assume T > t + |e|.

Take a flat dimer, D = 0, and equal couplings a = b = v. A mirror plane exchanges u with d and C1 with C2. The symmetric combinations (u+d)/√2 and (C1+C2)/√2 have energies −t and e−T. The antisymmetric ones, (u−d)/√2 and (C1−C2)/√2, have t and e+T. Within each symmetry the coupling has magnitude v. Write M = t+T. The two 2×2 blocks have eigenvalues

S±: (e−M)/2 ± R_S,  R_S² = (T−t−e)²/4 + v²

A±: (e+M)/2 ± R_A,  R_A² = (T−t+e)²/4 + v²

At v = 0 the filled levels are the two bonding orbitals, both symmetric: S−, S+. Two separate Si–C bonds instead give one symmetric and one antisymmetric filled combination: S−, A−. The second filled orbital must change symmetry, so S+ and A− cross.

Q: A crossing somewhere is not yet a cost. What does the energy do before it?

A: With S− and S+ both filled, R_S cancels. With S− and A− filled, M cancels:

E(S²S²) = 2(S− + S+) = 2(e−M)

E(S²A²) = 2(S− + A−) = 2(e − R_S − R_A)

The lower of the two is

E = 2e − 2 max(M, R_S+R_A)

Until the crossing, E does not depend on v at all: in this model the approaching molecule gains nothing. The crossing is at R_S + R_A = M. Subtracting the squares gives R_S² − R_A² = −(T−t)e, hence R_S − R_A = −(T−t)e/M, and

R_S = M/2 − (T−t)e/(2M)

Insert this in v² = R_S² − (T−t−e)²/4. The terms linear in e cancel, leaving

4v_c² = M² − (T−t)² − e² + (T−t)²e²/M² = [M² − (T−t)²][1 − e²/M²]

Since M² − (T−t)² = 4tT,

v_c² = tT(1 − e²/M²)

For an example I choose t = 0.4, T = 3.0 and e = 0.5 eV. Then v_c² = 1.2 × (1 − 0.25/11.56) = 1.174 eV², so v_c = 1.08 eV.

Q: Now tilt the dimer. Why should that produce an attraction that was absent before?

A: The free dimer has levels ∓g with g = √(t²+D²). With tan 2α = t/D, its orbitals are

filled: φ = u cos α + d sin α

empty: φ* = −u sin α + d cos α

Ethylene has π = (C1+C2)/√2 at e−T and π* = (C1−C2)/√2 at e+T. To second order in a and b, mixing between two filled orbitals cancels in the total energy. Two filled–empty pairs remain:

⟨π|H|φ*⟩ = −(a cos α − b sin α)/√2

⟨π*|H|φ⟩ = (b cos α − a sin α)/√2

Each pair holds two electrons, which cancels the factor 1/2 from squaring. Dividing by the level separations gives

ΔE = −(a cos α − b sin α)²/(g+T−e) − (b cos α − a sin α)²/(g+T+e)

The first term is donation from π into the empty dimer orbital; the second is back-donation from the filled dimer orbital into π*. On the flat dimer α = 45°, and for a = b both vanish, as the constant energy above requires. Tilting makes the orbitals unequal on the two atoms and spoils the cancellation. Unequal couplings spoil it too, even on a flat dimer.

Take D = D0 = 0.6 eV. Then g0 = √(0.16+0.36) = 0.721 eV, and the filled orbital has cos²α = 0.916 of its weight on the up atom. With a = b the two terms sum to −0.244 in units of a²/eV, against zero on the flat dimer; that is the effect of the tilt alone. If only the down atom is coupled, donation gives −0.916/3.221 = −0.284 and back-donation −0.020, in units of a²/eV. The sum is −0.304. If only the up atom is coupled, the sum is −0.243 in units of b²/eV. At equal coupling strength, the down atom is the better first partner here. On a flat dimer a single contact with either atom already gives −(0.5/2.9 + 0.5/3.9) = −0.301, so the attraction at one contact comes mainly from the unequal coupling; the tilt makes the two atoms differ.

Q: That preference looks as if you had put it in by hand.

A: Partly, yes. Interchanging a and b interchanges the numerators, so the preference depends on the denominators. For D > 0, donation has the smaller denominator when e > 0, that is, when the midpoint of π and π* lies above the midpoint of the dimer levels. I chose e = +0.5 eV; I did not calculate it for a real surface. With e < 0 this weak-coupling preference reverses. The attraction itself does not depend on that sign, but the choice matters again below.

Q: Attraction at the start proves nothing about the middle. Perhaps the crossing has merely moved.

A: Then we must find every HOMO–LUMO degeneracy for positive a and b. Suppose two levels coincide at energy E. Put x = e−E, y_u = −D−E and y_d = D−E. An eigenvector with amplitudes c_u, c_d, c_1, c_2 obeys

y_u c_u = t c_d + b c_2

y_d c_d = t c_u + a c_1

x c_1 = a c_d + T c_2

x c_2 = b c_u + T c_1

A twofold degenerate level has a two-dimensional space of eigenvectors, so some nonzero combination has c_u = 0. The first row then allows the scale c_d = b, c_2 = −t. (If both were zero, the second row would force c_1 = 0 as well.) The fourth row gives c_1 = −xt/T. With q = a/b, the second and third rows become

y_d = −q t x/T

ab = t(T²−x²)/T

Another combination has c_d = 0. The same argument gives c_u = a, c_1 = −t and c_2 = −xt/T. Its first row reads

y_u = −t x/(qT)

and its fourth repeats the condition on ab. Now add and subtract y_u and y_d:

−2E = −(t x/T)(q + 1/q)

−2D = (t x/T)(q − 1/q)

Since x = e−E, the first of these gives

x = e/[1 + (t/2T)(q+1/q)]

and the second becomes

D = −e t(q − 1/q)/[2T + t(q+1/q)]

These two values, together with ab = t(T²−x²)/T, are necessary. They are also sufficient: the two vectors then satisfy all four rows, and they are independent because one lacks u and the other lacks d.

Q: You have found two equal levels. Why must they be the HOMO and LUMO, and not the lowest pair?

A: Measure energies from E. Two eigenvalues are zero, so the product of the other two equals the sum of the 2×2 principal minors:

P = y_u y_d + x² + 2x(y_u+y_d) − t² − T² − a² − b²

Here y_u y_d = t²x²/T², and 2x(y_u+y_d) = −2(t x²/T)(q+1/q). Therefore

P = (1+t²/T²)(x²−T²) − 2(t x²/T)(q+1/q) − a² − b²

Because |x| ≤ |e| < T, every term is zero or negative and P < 0. One remaining level lies below the pair and one above. The pair is the HOMO and LUMO.

Q: So does any asymmetry remove the crossing?

A: No. If e = 0, then x = 0 and D = 0, and a degeneracy exists at ab = tT for every q. Making one bond ahead of the other is then not enough; the two silicon energies must differ.

If the couplings are equal, q = 1, degeneracy requires D = 0. At equal couplings, therefore, any buckling opens the gap.

If e ≥ 0 and q ≥ 1, degeneracy requires D ≤ 0. A dimer with D > 0 attacked first at its down atom cannot meet it. Attack at the up atom can: for e = 0.5 eV and q = 1/2,

D = 0.5 × 0.4 × 1.5/(6.0 + 0.4 × 2.5) = 0.043 eV

with √(ab) = 1.08 eV. Reversing the sign of e moves the same danger to attack at the down atom: for e = −0.5 eV it occurs at q = 2 and D = 0.043 eV. The down-first rule thus carries the condition e ≥ 0. As a test, a numerical search for the smallest gap was run for (e, q) = (0.5, 2), (0.5, 0.5), (−1, 3), (0, 2) and (0.5, 1), with e in eV. It found the predicted points to within 3 × 10⁻⁵ eV.

Q: How fast does the gap open? If it is tiny, your bypass is only formal.

A: At the flat crossing, buckling couples (u+d)/√2 to (u−d)/√2 with matrix element −D and adds nothing to the diagonal. The gap is therefore 2|D|√(w_S w_A) to first order, where w_S and w_A are the silicon weights of S+ and A−.

For q = 1, x = eT/M and E = te/M. The symmetric block gives

w_S = v_c²/[v_c² + (t+E)²]

Insert t+E = t(M+e)/M and v_c² = tT(M²−e²)/M², then cancel t(M+e)/M²:

w_S = T(M−e)/[T(M−e) + t(M+e)] = T(M−e)/[M² − e(T−t)]

The antisymmetric block gives the same expression with e → −e. Hence

gap = 2|D|T √{(M²−e²)/[M⁴−e²(T−t)²]}

In the example this is 1.76|D|. The opening is linear and not small, because both orbitals are mostly on silicon.

Close to the crossing the two orbitals form a 2×2 problem with diagonal elements ±r cos θ and off-diagonal element r sin θ, apart from a common energy. Moving round the point in the plane of v and D takes θ through 2π. The lower eigenvector is (−sin θ/2, cos θ/2), which changes sign on that circuit. The computed HOMO does change sign round a loop enclosing the point, and does not round a neighbouring loop that leaves it outside. The crossing is a point in this plane, so a path can go round it.

Q: A path is more than a point avoided. The buckling must disappear when both bonds are made, and flattening the dimer costs energy.

A: I include that cost with an elastic energy D²/g0. The free dimer then has

E_dimer = D²/g0 − 2√(t²+D²)

Its derivative is 2D(1/g0 − 1/g), so the minimum is at D = D0. The cost of flattening is

−2t − (D0²/g0 − 2g0) = (g0−t)²/g0 = 0.143 eV

where D0² = g0² − t² was used.

I now prescribe two paths, with s running from 0 (separate) to 1 (both bonds formed) and final coupling V = 2.5 eV:

flat: D = 0, a = b = Vs

buckled: D = D0(1−s²), a = Vs(2−s), b = Vs²

On the buckled path q = (2−s)/s, which exceeds 1 for 0 < s < 1, while D > 0 and e > 0. The result above excludes a degeneracy there. At s = 0 the free dimer has a gap of 1.44 eV. At s = 1 the geometry is symmetric, but the coupling of 2.5 eV is well past v_c. The smallest computed gap is 0.82 eV, near s = 0.57, where D = 0.40, a = 2.04 and b = 0.82 eV.

Q: You still have no repulsion between filled orbitals, so naturally your path runs downhill.

A: Give facing orbitals an overlap kv, with k = 0.05 per eV of coupling. On the flat path before the crossing, both symmetric levels are filled, and their sum is the trace of the inverse overlap matrix times H. For the 2×2 block that trace is

[h + 2kv²]/(1−k²v²),  h = e−t−T

because the off-diagonal elements are −v in H and kv in the overlap. With two electrons per level, the energy rises by

2{[h+2kv²]/(1−k²v²) − h}

At v = 0.6 eV this is 0.067 eV. The value depends on k and on holding the matrix elements fixed with this zero of energy, so it is an estimate of scale.

Energies relative to the free buckled dimer, with overlap and the elastic term, are:

s = 0.2: flat 0.19 eV, buckled −0.16 eV

s = 0.4: flat 0.33 eV, buckled −0.42 eV

s = 0.7: flat −1.29 eV, buckled −1.31 eV

s = 1.0: both −3.33 eV

The flat path reaches a maximum of 0.36 eV (35 kJ/mol) at s = 0.43, of which 0.14 eV is the cost of flattening. The buckled path never rises above its start at the 401 points computed. That holds for this small overlap, 0.125 at the formed bond, whereas atomic Si–C overlaps at bonding distance are about 0.3 to 0.6. The buckled path stays below its start up to k = 0.15 per eV; at k = 0.2 it rises 0.07 eV above it, against a flat maximum of 0.82 eV. The two paths differ in buckling and in the order of bonding, so their difference must not be credited to buckling alone. By the formula for D above, unequal couplings already avoid the exact degeneracy on a flat dimer when e ≠ 0; buckling takes the path further from it.

Q: Real electrons repel each other. Does your crossing survive that?

A: As an exact crossing of states, no, not in general. S²S² and S²A² have the same overall symmetry, since each level is doubly filled, and repulsion can mix them. The flat path then has an avoided crossing with strong diradical character.

The more serious question is whether the buckled path stays closed-shell. I added a repulsion U(n↑−½)(n↓−½) on every orbital and solved the four-electron problem fully within the four orbitals, holding D, the hoppings and the paths fixed. The third natural occupation is 0 for two filled pairs and near 1 when two orbitals are singly occupied. Its largest values along the paths are:

U = 0.5 eV: flat 0.99, buckled 0.01

U = 1.0 eV: flat 0.98, buckled 0.07

U = 2.0 eV: flat 1.00, buckled 0.98

The buckled path loses its closed-shell character abruptly just above 1 eV: at U = 1.25 eV the third occupation already reaches 0.95. A closed-shell bypass thus requires the repulsion left over after the site energies are fixed to be small enough. The occupations do not tell a singlet diradical from a triplet.

The buckling itself sets a further limit. To first order, the repulsion in a doubly filled φ is U(cos⁴α + sin⁴α), which is 0.846U at D = D0 and 0.5U on the flat dimer. The difference, 0.346U, exceeds the flattening cost of 0.143 eV (derived above without repulsion) once U is above about 0.41 eV. With the elastic term unchanged, the flat free dimer then lies below the one with D = D0. At all three values of U listed, the buckling is therefore imposed, not explained.

Q: What of the neighbouring dimers, the couplings you dropped, and the motion of the nuclei?

A: Each was estimated separately on the same path. Adding diagonal couplings d–C2 and u–C1, at 0.2 of a and b respectively, with the same sign as the direct couplings, moves the flat crossing from 1.08 to 1.05 eV and raises the smallest buckled gap to 1.12 eV. The sign matters: with the opposite sign the gap falls to 0.54 eV, and the degeneracy for q = 2 moves to D = +0.06 eV, so the down-first rule is proved only for the ring without these couplings. Placing the dimer in a row of five with alternating tilt, and a hopping of 0.1 eV between neighbours, gives 0.85 eV.

For nuclear motion I used the Landau–Zener estimate

p = exp[−2π(gap/2)²/(ħ × sweep rate)]

with the smallest buckled gap and the rate at which S+ and A− approach on the flat path. For ethylene with 1 eV of kinetic energy, 2.6 km/s, and a path 0.1 nm long, p is about 5 × 10⁻⁹. The formula assumes a linear crossing with constant coupling, which this path does not have, so the number itself should not be trusted. Integrating the one-electron time-dependent equation along the buckled path, with a smooth ramp of the same peak speed, gives about 10⁻⁶ per spin, and about 10⁻³ for a path half as long. Hopping to the upper level is rare in this one-electron picture, but the value is very sensitive to the path length.

Q: And how much of this may I carry over to a real silicon surface?

A: The mechanism as a possibility, whose conditions must be checked for the real surface, but not the energies. On real Si(100) the dimers are buckled, and at room temperature they flip between their two tilts. Ethylene does chemisorb there with two Si–C bonds. The model's free-dimer gap of 1.4 eV and flattening cost of 0.14 eV are of the right rough size. At 300 K that cost corresponds to a Boltzmann factor of 0.004, so a nearly flat dimer is uncommon in the model but not absent. The final −3.3 eV is not an adsorption energy: it depends strongly on the final coupling and overlap I chose, and ring strain, core repulsion and rehybridization are missing. The real value is smaller, roughly 2 eV. Because of the missing terms, the absence of a frontier-orbital barrier does not predict zero activation energy either. One assumption clearly at risk is weak residual repulsion: raising U from 0.5 to 2 eV moves the third occupation on the buckled path from 0.01 to 0.98.

The real molecule may also first sit with both carbons over the down atom. If each carbon couples to d with strength c, then ⟨π|H|φ*⟩ = −√2 c cos α, and second-order donation is −4c² cos²α/(g+T−e). That is four times the donation from a single contact of the same strength, while π* has no coupling to d by symmetry. This geometry lies outside the ring of four couplings for which the degeneracy was located, so that result does not decide how such a complex goes on to the product. The numerical output gives the remaining values for the paths treated here.

Numbers as computed

```
Inputs: t=0.4, T=3.0, e=0.5, D0=0.6, final coupling=2.5 eV
Overlap per eV of coupling: 0.05 1/eV
Flat path: crossing coupling v_c = 1.0835 eV
Flat path: crossing at s = 0.4334
Free buckled dimer: half gap g0 = 0.7211 eV
Free buckled dimer: full gap = 1.4422 eV
Mixing angle alpha = 16.85 degrees
Filled orbital weight on up atom = 0.9160
Weak-coupling energy / coupling^2 (1/eV): donation, back, sum
  down atom only: -0.2844, -0.0199, -0.3043
  up atom only: -0.0261, -0.2170, -0.2431
  both equal: -0.1382, -0.1055, -0.2437
Degeneracy point: q, D (eV), sqrt(ab) (eV)
  e=+0.5 eV: 0.5, 0.0429, 1.0842
  e=+0.5 eV: 1, -0.0000, 1.0835
  e=+0.5 eV: 2, -0.0429, 1.0842
  e=-0.5 eV: 2, 0.0429, 1.0842
Least gap, D=0.3 eV, q from 1 to 10: 0.5250 eV
Gap per unit D at flat crossing = 1.7567
HOMO sign, loop round / beside point: -1, 1
Cost of flattening free dimer = 0.1430 eV
Buckled path: least gap = 0.8227 eV at s = 0.5725
  there D=0.4033, a=2.0431, b=0.8194 eV
Overlap rise, flat path, v=0.6 eV: 0.0668 eV
Frontier energy from free buckled dimer, with overlap (eV)
  s=0: flat 0.1430, buckled 0.0000
  s=0.1: flat 0.1546, buckled -0.0477
  s=0.2: flat 0.1894, buckled -0.1562
  s=0.3: flat 0.2475, buckled -0.2845
  s=0.4: flat 0.3290, buckled -0.4151
  s=0.5: flat -0.0287, buckled -0.5723
  s=0.7: flat -1.2905, buckled -1.3149
  s=1.0: flat -3.3266, buckled -3.3266
Flat path maximum = 0.3582 eV = 34.6 kJ/mol
  at s = 0.4325
Buckled path maximum above start = 0.0000 eV
Repulsion U: largest third natural occupation, flat / buckled
  U=0.5 eV: 0.993 / 0.010
  U=1.0 eV: 0.982 / 0.073
  U=2.0 eV: 0.997 / 0.984
Diagonal coupling fraction 0.2: v_c = 1.0476 eV
  buckled least gap = 1.1177 eV
Row hopping 0.1 eV: buckled least gap = 0.8493 eV
Thermal energy at 300 K = 0.0259 eV
Boltzmann factor for flattening = 3.96e-03
Speed at 1.0 eV kinetic energy = 2625 m/s
Landau-Zener hop over 0.1 nm = 5.3e-09
```
